# Sulfur chemical potential from the H2S to H2 pressure ratio, part 2

A sulfide layer such as MoS2 exchanges sulfur with a large ideal gas of H2S and H2 through $\mathrm{H_2S(gas)} \rightleftharpoons \mathrm{H_2(gas)} + \mathrm{S(layer)}$. The question is how the sulfur chemical potential $\mu_S$ depends on the total pressure $P$.

Labels 1, 2, 3 mean H2S, H2, S2. Gas $i$ has $N_i$ molecules, partial pressure $p_i$ and chemical potential $\mu_i$, which is $g_i(T)$ at the standard pressure $p^0$ (1 bar in the numbers). The ratio $r=p_1/p_2$ is that of the equilibrated gas. The temperature is $T$, the gas volume $V$ and the Boltzmann constant $k$. One molecule has the partition function $Z_i=V\zeta_i$, and $g_i=-kT\ln(\zeta_ikT/p^0)$.

The first derivation minimized the Gibbs energy $G$ of gas and layer:

$$\mu_S=\mu_1-\mu_2. \tag{4}$$

$$\boxed{\;\mu_S=g_{\mathrm{H_2S}}(T)-g_{\mathrm{H_2}}(T)+kT\ln r\;} \tag{5}$$

If S2 also equilibrates, $2\mu_S=\mu_3$ and

$$p_3=p^0(Kr)^2, \tag{7}$$

where $K$ is the equilibrium constant of $\mathrm{H_2S}\rightleftharpoons\mathrm{H_2}+\tfrac12\mathrm{S_2}$.

The second derivation gave the same $\mu_S$ from the weight $W_n$ of a layer holding $n$ exchangeable sulfur atoms, with layer partition function $Q_n$. Here $N_1$ and $N_2$ are the numbers at $n=0$:

$$W_n=Q_n\,\frac{(V\zeta_1)^{N_1-n}}{(N_1-n)!}\,\frac{(V\zeta_2)^{N_2+n}}{(N_2+n)!}. \tag{8}$$

$$\frac{W_{n+1}}{W_n}=\frac{Q_{n+1}}{Q_n}\,\frac{N_1-n}{N_2+n+1}\,\frac{\zeta_2}{\zeta_1}. \tag{9}$$

In a large gas the middle fraction is $r$. At the most probable $n$ of a large layer the left side is 1, and $\mu_S=-kT\ln(Q_{n+1}/Q_n)$.

The example has 1100 K, 10 Torr and $r=0.1$, with $kT=0.0948$ eV, $K=0.0255$, $p_3=0.0049$ Torr and $\mu_S=-1.933$ eV. Energies are relative to half the ground-state energy of H2 per H atom and half that of S2 per S atom. $D_0$ is the energy of $\mathrm{H_2S}\to\mathrm{H_2}+\tfrac12\mathrm{S_2}$ between ground states. The molecules were computed with PBE0/def2-TZVP energies at PBE0/def2-SVP geometries, with harmonic frequencies from the latter level.

### A surface with independent sites

A simple layer makes the statement measurable as a coverage. Let $M$ independent sites each hold at most one sulfur atom, with energy $\varepsilon$. There are $\binom{M}{n}$ ways to choose the occupied sites, so $Q_n=\binom{M}{n}e^{-n\varepsilon/kT}$. For a large gas, equation (9) becomes

$$\frac{W_{n+1}}{W_n}=\frac{M-n}{n+1}\,x,\qquad x=e^{-\varepsilon/kT}\,r\,\frac{\zeta_2}{\zeta_1}=e^{(\mu_S-\varepsilon)/kT}.$$

These are the ratios of successive terms $\binom{M}{n}x^n$ in the expansion of $(1+x)^M$. The mean number of atoms is $x\,d\ln(1+x)^M/dx=Mx/(1+x)$, so the coverage is

$$\theta=\frac{x}{1+x}=\frac{1}{1+e^{(\varepsilon-\mu_S)/kT}}. \tag{10}$$

Take $\varepsilon=-1.9$ eV, a round value close to $\mu_S$ that leaves the sites partly filled. The exponent is $(-1.900+1.933)/0.0948=0.35$, and $\theta=0.41$. As a test, the sum over equation (8) was carried out for 200 sites, $10^6$ molecules of H2S and $10^7$ of H2, with the volume set for 1 and for 1000 Torr. Both coverages came out as 0.4128, in agreement with equation (10).

### Why S2 alone behaves differently

The cancellation can be tested by removing its cause. Let S2 be the only sulfur source, with $N_3$ molecules at the start. A layer with $n$ atoms, $n$ even, leaves $N_3-n/2$ molecules, and the weight contains $V^{N_3-n/2}$. The volume no longer cancels: each pair of atoms taken up removes a gas molecule. Adding a pair changes the weight by

$$\frac{W_{n+2}}{W_n}=\frac{Q_{n+2}}{Q_n}\,\frac{N_3-n/2}{V\zeta_3}.$$

At the maximum this ratio is 1. For a large layer, $-kT\ln(Q_{n+2}/Q_n)=2\mu_S$, and in a large gas the second fraction is $N_3/(V\zeta_3)=p_3/(kT\zeta_3)$. Thus

$$\mu_S=\tfrac12kT\ln\frac{p_3}{kT\zeta_3}=\tfrac12g_3+\tfrac12kT\ln\frac{p_3}{p^0}.$$

Raising the pressure of pure S2 a hundredfold raises $\mu_S$ by $\tfrac12kT\ln100=0.218$ eV. Starting from the S2 pressure equivalent to $r=0.1$, the coverage of the same sites then rises from 0.41 to 0.88, as the explicit sum confirms. In the H2S and H2 mixture, each sulfur atom delivered leaves an H2 molecule behind, and this is what removes the total pressure.

### Fixed feed is not fixed ratio

A flow controller sets the feed, while $\mu_S$ depends on the equilibrated gas. Let the feed contain $a$ molecules of H2S and $b$ of H2 in any common unit, and let a fraction $\alpha$ of the H2S dissociate into H2 and S2. The amounts become $a(1-\alpha)$ of H2S, $b+a\alpha$ of H2 and $a\alpha/2$ of S2. Therefore

$$r=\frac{a(1-\alpha)}{b+a\alpha},\qquad P\,\frac{a\alpha/2}{a+b+a\alpha/2}=p^0(Kr)^2. \tag{11}$$

The second equation sets the S2 pressure, its mole fraction times $P$, equal to its equilibrium value. The fraction multiplying $P$ grows with $\alpha$, while $r$ falls with $\alpha$. If $P$ is raised, $\alpha$ must therefore fall to restore equality. Pressure suppresses dissociation, $r$ rises towards $a/b$, and $\mu_S$ rises with it.

For a feed of H2S to H2 of 1:10 at 1100 K, equation (11) gives:

| $P$ (Torr) | $\alpha$ | $r$ | $\mu_S$ (eV) |
|---|---|---|---|
| 0.01 | 0.726 | 0.026 | $-2.063$ |
| 1 | 0.088 | 0.090 | $-1.943$ |
| 10 | 0.011 | 0.099 | $-1.935$ |
| 760 | 0.0001 | 0.100 | $-1.933$ |

The row at 1 Torr can be followed by hand: $r=0.1(1-0.088)/(1+0.0088)=0.090$, and $kT\ln(0.090/0.1)$ is $-0.01$ eV. Above 10 Torr the feed ratio serves well for this mixture and temperature. At 0.01 Torr it overestimates $\mu_S$ by 0.13 eV.

Conversely, to hold the equilibrated ratio at 0.1, the overall composition must be adjusted. The number of sulfur atoms per pair of hydrogen atoms has to be 0.1007 at 1 Torr and 0.0909 at 760 Torr. Direct minimization of the Gibbs energy for such compositions, at 1, 10 and 760 Torr, returned $\mu_S=-1.933$ eV each time.

Pure H2S feed has no hydrogen to fix the ratio. With $b=0$, $r=(1-\alpha)/\alpha$, and all the H2 comes from dissociation. For small $\alpha$, equation (11) reduces to $P\alpha/2=p^0K^2/\alpha^2$. Then $\alpha\propto P^{-1/3}$ and $r\propto P^{1/3}$, so $\mu_S$ rises by $\tfrac13kT\ln10=0.073$ eV per decade of pressure. For nearly complete dissociation, the S2 fraction tends to $1/3$, so $r\propto P^{1/2}$ and the rise is 0.109 eV per decade. The computed values, $-1.751$, $-1.661$ and $-1.579$ eV at 1, 10 and 100 Torr, give steps of 0.090 and 0.083 eV, between these limits.

### What the model leaves out

Gas non-ideality brings the total pressure back. To leading order, the volume of a mixture of $N$ molecules is $V=NkT/P+NB$, where $B=\sum_{ij}y_iy_jB_{ij}$ contains the second virial coefficients and $y_i=N_i/N$. Integrating the extra volume over pressure gives the extra Gibbs energy

$$G^{\mathrm{ex}}=PNB=\frac{P}{N}\sum_{ij}N_iN_jB_{ij}.$$

Its derivative with respect to $N_i$ has two parts, from the double sum and from $1/N$:

$$\mu_i^{\mathrm{ex}}=2P\sum_jy_jB_{ij}-PB .$$

The second part is common to both gases and cancels in $\mu_S$, leaving

$$\Delta\mu_S=2P\sum_jy_j(B_{1j}-B_{2j}).$$

Round Lennard-Jones parameters were used: diameters of 3.6 and 2.9 angstrom and well depths of 300 and 40 K for H2S and H2, with the mean diameter and the geometric mean depth for the unlike pair. For the example they give $5\times10^{-8}$ eV at 10 Torr and $4\times10^{-6}$ eV at 760 Torr. The two terms of the sum partly cancel, and modest changes of the parameters move the second value between about $6\times10^{-7}$ and $8\times10^{-6}$ eV, so only its smallness is established.

Other errors are much larger, but they do not introduce a pressure dependence at fixed $r$. PBE energies in place of PBE0 raise $\mu_S$ by 0.10 eV. Frequencies lower by 3% shift it by $-0.005$ eV, and quantum rotation by $+0.002$ eV. An actual temperature 10 K higher shifts it by $-0.011$ eV. The difference between two functionals is a sign of the uncertainty, not a bound on it; the anharmonic vibrations have not been sized. Enlarging the basis from def2-TZVP to def2-QZVP at the same geometries lowers $\mu_S$ by 0.023 eV, and geometries close to the def2-TZVP minima raise it by about 0.003 eV ($+0.005$ eV from the electronic energies and $-0.002$ eV from the smaller moments of inertia, with frequencies unchanged), so the second decimal of the values given here is not converged.

The energy error matters more for S2. Since $\mu_S=\tfrac12\mu_3$, a rise of 0.10 eV at fixed $r$ multiplies the equilibrium S2 pressure by $\exp(2\times0.1024/0.0948)$, about 9. The basis shift of $-0.023$ eV acts in the other direction: it lowers $K$ from 0.0255 to about 0.020 and the S2 pressure at $r=0.1$ from 0.0049 to about 0.003 Torr. Tabulated thermochemistry puts the reaction free energy near 0.37 eV at 1100 K, or $K$ between 0.019 and 0.020, close to the larger-basis value. With $K=0.0196$ the row at 0.01 Torr has $\alpha=0.66$, and the feed ratio overestimates $\mu_S$ by 0.11 instead of 0.13 eV. The digits of $K$, of the S2 pressure and of the table thus belong to the model and not to the real gas.

### The model beside a real reactor

Temperatures near 1000 K and pressures of some Torr are rough but reasonable values for sulfide growth on sapphire or oxidized silicon; the dilution of H2S varies widely, and 1:10 is a round choice. The assumption most exposed in a reactor is equilibrium. Gas may pass the hot zone before H2S has dissociated, in which case $r$ stays nearer the feed ratio. For the 1:10 feed, the difference between no dissociation and full equilibrium is 0.001 eV at 10 Torr but 0.13 eV at 0.01 Torr. If growth depletes the gas at the surface so that the local $r$ is half its bulk value, $\mu_S$ there is lower by $kT\ln2=0.066$ eV. Reaction of the gas with the oxide can likewise change the local ratio and is not modelled. Edges and vacancies of a real sulfide can also bind hydrogen, which the model excludes. The chemical potential of hydrogen, half that of H2, rises by $\tfrac12kT\ln10=0.109$ eV per decade of total pressure at fixed $r$, so terminations that contain hydrogen do depend on pressure although $\mu_S$ does not. If the layer itself does not equilibrate with the gas, equation (5) describes the gas and not the layer, and this model cannot say how far the two differ.

### What each derivation assumes

Both derivations assume a uniform temperature, ideal gases, reversible exchange through H2S and H2, and no uptake of hydrogen by the layer. Both give the same $\mu_S$, and in both the ratio is that of the gas in contact with the layer.

The first assumes that gas and layer are large enough for chemical potentials to be defined as derivatives. It needs no picture of the layer. Its equilibrium condition, $\mu_S=\mu_1-\mu_2$, survives when the gas is not ideal; ideality enters when the logarithms of pressure are inserted. This is why the virial correction could be added without starting again. The layer may also respond to the total pressure through its own volume: its sulfur content can then change although the $\mu_S$ imposed by the gas does not. The energy involved is the pressure times the volume added per sulfur atom; for a volume of 20 cubic angstrom it is only about $10^{-5}$ eV at 760 Torr.

The second assumes ideal gases from its first line, since equation (8) multiplies independent molecular partition functions. It also assumes that the layer's partition function is unaffected by the gas pressure. In return it gives the probability of every sulfur content, and it needs a large system only when $\mu_S$ is extracted. It traces the absence of the total pressure to one fact, that the exchange conserves the number of gas molecules. The numerical output below lists the values for both routes.

## Table of computed values

```
Level: PBE0/def2-TZVP energies, PBE0/def2-SVP geometry and modes
Bond lengths H2, S2, S-H: 0.7607, 1.9039, 1.3491 angstrom
H-S-H angle: 92.16 degree
Vibrational quanta H2, S2: 0.5440, 0.0925 eV
Vibrational quanta H2S: 0.1474, 0.3378, 0.3411 eV
H2S -> H2 + S2/2, electronic energy: 0.9370 eV
Same with zero-point energy, D0: 0.8189 eV
Temperature: 1100 K; kT: 0.09479 eV
Total pressure: 10.0 Torr; equilibrated r: 0.1
Partial pressures H2S, H2: 0.9086, 9.0865 Torr
g_H2S at 1 bar: -3.3076 eV
g_H2 at 1 bar: -1.5925 eV
g_S2 at 1 bar: -2.7349 eV
g_H2S - g_H2: -1.7151 eV
kT ln r: -0.2183 eV
mu_S from half S2 ground state: -1.9334 eV = -186.5 kJ/mol
mu_S from half S2 gas at 1 bar, same T: -0.5660 eV
Change of mu_S per decade of r: 0.2183 eV
K of H2S = H2 + S2/2 (standard 1 bar): 0.02553
Equilibrium S2 pressure: 0.004888 Torr
mu_S at r = 0.01: -2.1517 eV
mu_S at r = 1.0: -1.7151 eV
mu_S at r = 0.1, 1000 K: -1.8234 eV
mu_S at r = 0.1, 1200 K: -2.0450 eV
Fixed equilibrated r = 0.1, from Gibbs minimization:
  P 1 Torr: S atoms per H2 unit 0.10073, mu_S -1.9334 eV
  P 10 Torr: S atoms per H2 unit 0.09189, mu_S -1.9334 eV
  P 760 Torr: S atoms per H2 unit 0.09092, mu_S -1.9334 eV
Fixed feed H2S:H2 = 1:10:
  P 0.01 Torr: dissociated 0.72583, r 0.02556, mu_S -2.0627 eV
  P 0.1 Torr: dissociated 0.38445, r 0.05928, mu_S -1.9830 eV
  P 1 Torr: dissociated 0.08820, r 0.09038, mu_S -1.9430 eV
  P 10 Torr: dissociated 0.01051, r 0.09884, mu_S -1.9345 eV
  P 100 Torr: dissociated 0.00107, r 0.09988, mu_S -1.9335 eV
  P 760 Torr: dissociated 0.00014, r 0.09998, mu_S -1.9334 eV
Pure H2S feed:
  P 1 Torr: dissociated 0.5937, r 0.6843, mu_S -1.7511 eV
  P 10 Torr: dissociated 0.3611, r 1.7689, mu_S -1.6611 eV
  P 100 Torr: dissociated 0.1913, r 4.2264, mu_S -1.5785 eV
Surface site energy in the coverage test: -1.9 eV
Coverage, H2S/H2 at 1 and 1000 Torr: 0.4128, 0.4128
Coverage, S2 only at p_S2 and 100 p_S2: 0.4128, 0.8755
Shift of mu_S, PBE for PBE0 energies: 0.1024 eV
Shift of mu_S, frequencies 3% lower: -0.0053 eV
Shift of mu_S, quantum rotation: 0.00220 eV
Shift of mu_S, 10 K hotter: -0.0111 eV
Shift of mu_S, non-ideal gas at 10 Torr: 5.18e-08 eV
Shift of mu_S, non-ideal gas at 760 Torr: 3.94e-06 eV
```
